# Photon emission and absorption rates of an atom in a periodic box, part 3

An atom at the origin of a periodic cube, of side $L$ and volume $V=L^3$, emits and absorbs photons. Do the rates depend on the box? Its two levels are $\hbar\omega_0$ apart, with transition dipole $\mathbf d=|\mathbf d|\hat{\mathbf d}$. Units are SI; in $ea_0$, $e$ is the elementary charge and $a_0$ the Bohr radius.

Modes have $\mathbf k=2\pi\mathbf m/L$ ($\mathbf m$ a nonzero integer triple), $\omega_k=c|\mathbf k|$, polarizations $\mathbf e_{\mathbf k\lambda}$, occupations $n_{\mathbf k\lambda}$ and vacuum field $E_{\rm vac}=\sqrt{\hbar\omega/2\varepsilon_0V}$. Photon operators obey

$$a|n\rangle=\sqrt n\,|n-1\rangle,\qquad a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle .\tag{8}$$

In the dipole approximation, $e^{i\mathbf k\cdot\mathbf r}\to1$, the coupling is

$$g_{\mathbf k\lambda}=\frac{i\omega_0\,\mathbf e_{\mathbf k\lambda}\cdot\mathbf d}{\sqrt{2\varepsilon_0\hbar\omega_kV}},\qquad|g_{\mathbf k\lambda}|^2=\frac{\omega_0^2\,|\mathbf e_{\mathbf k\lambda}\cdot\mathbf d|^2}{2\varepsilon_0\hbar\omega_kV}.\tag{10}$$

Its resonant mean square is $\langle g^2\rangle$. The mode density is

$$\rho(\omega)=2\cdot4\pi\cdot\frac{V\omega^2}{8\pi^3c^3}=\frac{V\omega^2}{\pi^2c^3}.\tag{17}$$

A rate is first-order probability divided by $T=\int f^2dt$, with $f(t)$ the switching function:

$$W_{\rm em}=2\pi\sum_{\mathbf k\lambda}|g_{\mathbf k\lambda}|^2(n_{\mathbf k\lambda}+1)\,\delta_T(\omega_k-\omega_0),\tag{13}$$

$W_{\rm abs}$ has $n$ for $n+1$; $W_{\rm sp}$ is $W_{\rm em}$ in vacuum. For $f=e^{-t^2/2\tau^2}$, $T=\sqrt\pi\,\tau$ and

$$\delta_T(\Delta)=\frac{2\pi\tau^2e^{-\Delta^2\tau^2}}{2\pi\sqrt\pi\,\tau}=\frac{\tau}{\sqrt\pi}\,e^{-\Delta^2\tau^2}.\tag{15}$$

Sudden switching instead gives tails falling as $1/\Delta^2$. Counter-rotating excitation (part 7) raises the atom while creating a photon. A single resonant mode (part 8) gives Rabi oscillation, not a rate.

If $1/\omega_0\ll T\ll1/W$, $cT\ll L$, and $n$ is smooth over the lattice and across $\delta_T$,

$$W_{\rm em}=A\,(1+\bar n),\qquad W_{\rm abs}=A\,\bar n,\qquad A=\frac{\omega_0^3|\mathbf d|^2}{3\pi\varepsilon_0\hbar c^3},\tag{20}$$

$$\bar n=\frac{3}{8\pi}\int d\Omega\sum_\lambda|\mathbf e_\lambda\cdot\hat{\mathbf d}|^2\,n_\lambda(\hat{\mathbf k},\omega_0).\tag{21}$$

For Gaussian switching, the atom's periodic images at $\mathbf R=L\boldsymbol\ell$ ($\boldsymbol\ell$ an integer triple) add, with $k_0=\omega_0/c$,

$$\frac{W_{\rm sp}}{A}=1+\sum_{\mathbf R\neq0}\frac{\sin k_0R}{k_0R}\;e^{-R^2/4c^2\tau^2}.\tag{22}$$

The first lines of the closing table, down to the mode count, are numerical checks from earlier parts.

## 12. Worked example

The chosen inputs are $\hbar\omega_0=4.63$ eV and $|\mathbf d|=1.25\,ea_0$ along $z$, of the size found for a strong ultraviolet atomic line, with the two levels taken as non-degenerate. They give $\omega_0=7.03421\times10^{15}\ \mathrm{s^{-1}}$, a wavelength of 267.784 nm, $c/\omega_0=42.619$ nm and $|\mathbf d|=1.05979\times10^{-29}$ C m. The two factors free of the volume are

$$\frac{\rho}{V}=\frac{\omega_0^2}{\pi^2c^3}=1.86067\times10^5\ \mathrm{s\,m^{-3}},\qquad V\langle g^2\rangle=\frac{\omega_0|\mathbf d|^2}{6\varepsilon_0\hbar}=141.020\ \mathrm{m^3\,s^{-2}} .$$

Their product is $2.6239\times10^7\ \mathrm{s^{-1}}$, and $2\pi$ times it is $A=1.648658\times10^8\ \mathrm{s^{-1}}$. The lifetime is $1/A=6.0655$ ns, and $A/\omega_0=2.3438\times10^{-8}$.

The sum (13) was evaluated term by term over the lattice, with explicit polarization vectors, the coupling (10) and the Gaussian (15). The switching time was $\tau=6/\omega_0=0.8530$ fs, so $c\tau=0.2557$ μm and the neglected terms are of order $e^{-36}$. Four boxes were used, with $k_0L=15$, 40, 60, 80, that is $L=0.6393$, 1.7048, 2.5572, 3.4095 μm.

| $k_0L$ | $\langle g^2\rangle$ (s⁻²) | $\rho$ (s) | $W_{\rm sp}/A$ |
|---|---|---|---|
| 15 | $5.3975\times10^{20}$ | $4.8614\times10^{-14}$ | 1.07391199 |
| 40 | $2.8463\times10^{19}$ | $9.2186\times10^{-13}$ | 1.00000167 |
| 60 | $8.4336\times10^{18}$ | $3.1113\times10^{-12}$ | 1.00000000 |
| 80 | $3.5579\times10^{18}$ | $7.3749\times10^{-12}$ | 1.00000000 |

The volume grows from $2.6127\times10^{-19}$ to $3.9636\times10^{-17}\ \mathrm{m^3}$ and the vacuum field per mode falls from $4.0042\times10^5$ to $3.2510\times10^4$ V/m. In every row the product of the two middle columns is $2.624\times10^7\ \mathrm{s^{-1}}$, for instance $8.4336\times3.1113=26.24$ and $3.5579\times7.3749=26.24$. That product uses the continuum density (17). The last column is the true lattice sum, and it differs from 1 by the image terms.

The factor $e^{-L^2/4c^2\tau^2}=e^{-(k_0L)^2/144}$ is $0.210$, $1.49\times10^{-5}$, $1.39\times10^{-11}$ and $4.99\times10^{-20}$ for the four boxes. For $k_0L=40$ the six nearest images in (22) give $6\times(\sin40/40)\times1.49\times10^{-5}$ with $\sin40=0.745$, which is $1.67\times10^{-6}$, the excess in the table. For $k_0L=15$ several shells count. The shell at $R=\sqrt j\,L$ has the factor $0.210^j$. The 6 images at $L$ give $6\times0.0434\times0.210=0.055$, the 12 at $\sqrt2L$ give $12\times0.0331\times0.210^2=0.0175$, and the 8 at $\sqrt3L$ give $8\times0.0289\times0.210^3=0.002$, where the middle factors are $\sin k_0R/k_0R$. The total, 0.074, is the excess found. The smallest box is only 2.5 times $c\tau$, and the field reaches the atom again while the coupling is still on. The excess is positive because $\sin k_0R$ happens to be positive for these three shells, and another $L$ could give a deficit. The continuum density puts $\rho/\tau\approx57$ modes within the width $1/\tau$, and the box actually holds 96 there, in the shells $|\mathbf m|^2=5$ and 6, so a large number of modes is not the criterion. The modes of a cube are bunched in degenerate shells, and what matters is the size of the image terms in (22), set by $c\tau$ against $L$ and by $1/k_0L$.

For the occupied field take, for both polarizations and all frequencies, $n(\hat{\mathbf k})=n_0e^{\kappa(\hat k_x-1)}$ with chosen values $n_0=5$ and $\kappa=3$. This is a broad beam along $x$, perpendicular to the dipole. Use $x$ as polar axis, with $\mu=\hat k_x$ and $\hat k_z=\sqrt{1-\mu^2}\sin\phi$. The average of $\hat k_z^2$ over $\phi$ is $(1-\mu^2)/2$, so $1-\hat k_z^2$ averages to $(1+\mu^2)/2$, and (21) becomes

$$\bar n=\frac{3}{8\pi}\,2\pi\,n_0\int_{-1}^1\frac{1+\mu^2}2\,e^{\kappa(\mu-1)}d\mu=\frac38\,n_0I,\qquad I=e^{-\kappa}\int_{-1}^1(1+\mu^2)\,e^{\kappa\mu}d\mu .$$

Now $\int_{-1}^1e^{\kappa\mu}d\mu=2\sinh\kappa/\kappa$. Its first derivative in $\kappa$ is $2\cosh\kappa/\kappa-2\sinh\kappa/\kappa^2$, and its second derivative, which is $\int\mu^2e^{\kappa\mu}d\mu$, is $2\sinh\kappa/\kappa-4\cosh\kappa/\kappa^2+4\sinh\kappa/\kappa^3$. Hence

$$I=e^{-\kappa}\left(\frac{4\sinh\kappa}{\kappa}-\frac{4\cosh\kappa}{\kappa^2}+\frac{4\sinh\kappa}{\kappa^3}\right).$$

For $\kappa=0$ the defining integral is $2+\frac23=\frac83$, so $\bar n=n_0$, the isotropic case. For large $\kappa$, $I\to2/\kappa$ and $\bar n\to3n_0/4\kappa$: a narrow beam fills a solid angle $2\pi/\kappa$, and its weight in (21) shrinks with it. For $\kappa=3$, $I=0.51613157$ and $\bar n=1.875\times0.51613157=0.96774670$. Although the central modes hold five photons each, the effective occupation is below one. The rates are

$$W_{\rm abs}=A\bar n=1.595484\times10^8\ \mathrm{s^{-1}},\qquad W_{\rm em}=A(1+\bar n)=3.244142\times10^8\ \mathrm{s^{-1}} .$$

The lattice sums for $k_0L=60$ and 80 gave $W_{\rm em}/A=1.96774670$ and $W_{\rm abs}/A=0.96774670$. For $k_0L=40$ they gave 1.96775060 and 0.96774893, and for $k_0L=15$ they gave 2.11267637 and 1.03876438. In the smallest box both are wrong as free-space values, yet their difference is 1.07391199, the spontaneous ratio of that box, since the relation between $n+1$ and $n$ holds mode by mode and does not need the continuum.

## 13. Beams, Einstein coefficients and thermal light

When a physical light field is described in boxes of different size, its energy density must be held fixed. Consider a beam of one polarization $\mathbf e$ in a narrow cone, with a spectrum smooth across $\delta_T$. The quantity $\sum_{\mathbf k}n_{\mathbf k}\delta_T(\omega_k-\omega_0)/V$ is the number of photons per unit volume and unit angular frequency, and $c\hbar\omega_0$ times it is the spectral intensity $I_\omega$. From (13) and (10) at resonance,

$$W_{\rm abs}=2\pi\,\frac{\omega_0|\mathbf e\cdot\mathbf d|^2}{2\varepsilon_0\hbar}\,\frac{I_\omega}{c\hbar\omega_0}=\frac{\pi|\mathbf e\cdot\mathbf d|^2I_\omega}{\varepsilon_0c\hbar^2}.$$

Here the $1/V$ of the coupling has combined with the photon number into a photon density. A fixed total number of photons in a growing box gives a rate that falls as $1/V$, since the light is being diluted. Fixed $n$ per mode means fixed photon density, because the number of modes grows as $V$.

For isotropic unpolarized light with occupation $n$ the energy per unit volume and unit angular frequency is $u=\hbar\omega_0\,n\,\rho/V=\hbar\omega_0^3n/\pi^2c^3$. Then $W_{\rm abs}=An=Bu$ with

$$B=\frac{\pi^2c^3}{\hbar\omega_0^3}A=\frac{\pi|\mathbf d|^2}{3\varepsilon_0\hbar^2},$$

which agrees with the beam formula when $|\mathbf e\cdot\mathbf d|^2\to|\mathbf d|^2/3$ and $I_\omega\to cu$. The same $B$ governs stimulated emission, and $A$, $B$ are the Einstein coefficients. In the example $B=1.19446\times10^{21}\ \mathrm{m^3\,J^{-1}\,s^{-2}}$.

In thermal equilibrium at temperature $T_0$ a mode has $n$ photons with probability proportional to $y^n$, where $y=e^{-\hbar\omega_0/k_BT_0}$. With $\sum y^n=1/(1-y)$ and $\sum ny^n=y\,\frac{d}{dy}(1-y)^{-1}=y/(1-y)^2$, the mean is $\bar n=y/(1-y)=1/(e^{\hbar\omega_0/k_BT_0}-1)$. For times long compared with $1/W$ the first-order rates are used in a rate equation for the populations, $\dot N_e=A\bar nN_g-A(1+\bar n)N_e$. This assumes that the field is large enough to be unchanged by the atom. The steady state has

$$\frac{N_e}{N_g}=\frac{\bar n}{1+\bar n}=\frac{y/(1-y)}{1/(1-y)}=e^{-\hbar\omega_0/k_BT_0}.$$

The factors $n+1$ and $n$ are what brings the atom to the Boltzmann ratio at the temperature of the field. With equal up and down rates the populations would equalize at any temperature. For $k_BT_0\gg\hbar\omega_0$, $\bar n\approx k_BT_0/\hbar\omega_0\gg1$, the 1 is negligible and the classical-field result is recovered.

At the chosen temperature 5000 K, $\hbar\omega_0/k_BT_0=10.74578$, and an explicit sum over the number ladder gave $\bar n=2.15365\times10^{-5}$. Then $u=2.97259\times10^{-18}\ \mathrm{J\,s\,m^{-3}}$ and $Bu=1.19446\times10^{21}\times2.97259\times10^{-18}=3.5506\times10^3\ \mathrm{s^{-1}}$, equal to $W_{\rm abs}=A\bar n$. The emission rate is $1.648694\times10^8\ \mathrm{s^{-1}}$, almost entirely spontaneous. The population ratio, obtained numerically from the null vector of the $2\times2$ rate matrix, is $2.15360\times10^{-5}$ with zero imaginary part, equal to $e^{-10.74578}=2.15360\times10^{-5}$. It is slightly below $\bar n$ because of the division by $1+\bar n$. The thermal $n$ varies on the frequency scale $k_BT_0/\hbar$, so setting $\omega=\omega_0$ needs $T\gg\hbar/k_BT_0$, a stronger condition here than $T\gg1/\omega_0$. For Gaussian switching this is enough. For sudden switching $T$ must be longer still, because the tails of the kernel also collect photons from low frequencies, where the thermal occupation is far larger than at $\omega_0$. The absorption probability they add does not grow with time, but it must be small against $A\bar nT$, which is itself small when $\bar n\ll1$. If absorption is inferred from the population of the upper level, the counter-rotating excitation of part 7 must be small against $A\bar nT$ too. It creates a photon and occurs even in the vacuum, so it does not shrink with $\bar n$, and for weak thermal light it sets the stronger condition.

## 14. Where the result fails

The micrometre boxes of the example are a continuum only for femtosecond times. For $k_0L=60$ the number of modes within a frequency width $A$ is $\rho A=3.1113\times10^{-12}\times1.648658\times10^8\approx5\times10^{-4}$. Over a lifetime an atom in such a box would not decay. It would exchange energy with a resonant set of modes, if there is one, as in part 8. Decay over several lifetimes is free of all image terms when $L$ is several times $c/A$, which is about two metres here. This is sufficient rather than necessary: here $\omega_0/A$ is about $4\times10^7$, so in a somewhat smaller box the few images reached during the decay add only terms of relative size $1/k_0R$, far below 1. Since $V$ cancels, nothing prevents taking $L$ that large, and the limit $L\to\infty$ must be taken before $T\to\infty$. In a real cavity, or near a surface, the returning field is physical and changes the rate, as the image terms of (22) do.

Light whose bandwidth is narrower than $W$ violates the smoothness of $n$. No time $T\ll1/W$ then resolves its spectrum, and a strong monochromatic field drives Rabi oscillations rather than a rate. If $\bar n$ is so large that $W$ approaches $\omega_0$, the window for $T$ closes.

If $\mathbf d=0$ by symmetry, the next terms in $e^{i\mathbf k\cdot\mathbf r}$ and the magnetic coupling of the spin must be kept. If they allow a one-photon transition, each mode still enters through $a^\dagger$ or $a$ with amplitude proportional to $V^{-1/2}$, so the factors $n+1$ and $n$ and the cancellation of $V$ survive, with a different angular weight in (21) and a different $A$. Processes that create or destroy two photons appear at second order in the charge. By (8), emission into two different modes carries $(n+1)(n'+1)$, and emission of both photons into one mode carries $(n+1)(n+2)$.

For degenerate levels, with $G_e$ upper and $G_g$ lower sublevels, (20) holds for each pair. In isotropic unpolarized light, summing over final and averaging over equally populated initial sublevels gives $W_{\rm em}=(S/G_e)(1+n)$ and $W_{\rm abs}=(S/G_g)\,n$, where $S$ is the sum of the pair values of $A$ over all $G_eG_g$ pairs. With $A=S/G_e$ the absorption rate is $(G_e/G_g)A\,n$, so the plain ratio $n/(n+1)$ of absorption to emission acquires the factor $G_e/G_g$.

## Table of computed values

```
field energy: grid 1182.501038 eV, mode sum 1182.501038 eV (124 k, L = 1 um)
|<n+1|a+|n>|^2, n=0..4: 1.00000000 2.00000000 3.00000000 4.00000000 5.00000000
anharmonic well: |p_01| = 0.77715972, |w x_01| = 0.77715972 (hbar=m=1)
one mode: w = 1, w0 = 1.05, g = 0.0001, t = 20.0, g^2*kernel = 3.677582e-06
  emission/unit,   n=0..5: 1.0000 2.0000 3.0000 4.0000 5.0000 5.9999
  absorption/unit, n=1..5: 1.0000 2.0000 3.0000 4.0000 5.0000
delta kernel on exp(-D^2), t = 100: 0.988716
delta kernel on exp(-D^2), t = 1000: 0.998872
angular integral = 8.37758041, 8 pi/3 = 8.37758041
modes with |m| < 60.5: 1856320, continuum 1855174
inputs: E0 = 4.63 eV, |d| = 1.25 e a0, n0 = 5.0, kappa = 3.0, T = 5000.0 K
w0 = 7.03421e+15 1/s, lambda = 267.784 nm, c/w0 = 42.619 nm
|d| = 1.05979e-29 C m, k0 a0 = 1.2416e-03
tau = 6/w0 = 0.8530 fs, c tau = 0.2557 um
A = 1.648658e+08 1/s, 1/A = 6.0655 ns, A/w0 = 2.3438e-08
rho/V = 1.86067e+05 s/m^3, V<g^2> = 1.41020e+02 m^3/s^2
B = 1.19446e+21 m^3/(J s^2) (per angular frequency)
directed field: integral = 0.51613157, nbar = 0.96774670
W_em = 3.244142e+08 1/s, W_abs = 1.595484e+08 1/s
L = 15 c/w0 = 0.6393 um, V = 2.6127e-19 m^3, image factor 2.10e-01
  E_vac = 4.0042e+05 V/m, <g^2> = 5.3975e+20 1/s^2, rho = 4.8614e-14 s
  sums: W_sp = 1.770514e+08, W_em = 3.483081e+08, W_abs = 1.712567e+08 1/s
  W_sp/A = 1.07391199, W_em/A = 2.11267637, W_abs/A = 1.03876438
L = 40 c/w0 = 1.7048 um, V = 4.9545e-18 m^3, image factor 1.49e-05
  E_vac = 9.1951e+04 V/m, <g^2> = 2.8463e+19 1/s^2, rho = 9.2186e-13 s
  sums: W_sp = 1.648661e+08, W_em = 3.244148e+08, W_abs = 1.595487e+08 1/s
  W_sp/A = 1.00000167, W_em/A = 1.96775060, W_abs/A = 0.96774893
L = 60 c/w0 = 2.5572 um, V = 1.6721e-17 m^3, image factor 1.39e-11
  E_vac = 5.0052e+04 V/m, <g^2> = 8.4336e+18 1/s^2, rho = 3.1113e-12 s
  sums: W_sp = 1.648658e+08, W_em = 3.244142e+08, W_abs = 1.595484e+08 1/s
  W_sp/A = 1.00000000, W_em/A = 1.96774670, W_abs/A = 0.96774670
L = 80 c/w0 = 3.4095 um, V = 3.9636e-17 m^3, image factor 4.99e-20
  E_vac = 3.2510e+04 V/m, <g^2> = 3.5579e+18 1/s^2, rho = 7.3749e-12 s
  sums: W_sp = 1.648658e+08, W_em = 3.244142e+08, W_abs = 1.595484e+08 1/s
  W_sp/A = 1.00000000, W_em/A = 1.96774670, W_abs/A = 0.96774670
thermal: hbar w0/kT = 10.74578, n = 2.15365e-05, u = 2.97259e-18 J s/m^3
  W_abs = 3.55063e+03 1/s, W_em = 1.648694e+08 1/s
  N_e/N_g = 2.15360e-05+0.00000e+00j, exp(-x) = 2.15360e-05
```
